# Casimir's hyperfine formula from rank-1 and rank-2 scalar products

An atomic level with electronic angular momentum $J$ appears as a single energy at coarse resolution. If $J$ and the nuclear spin $I$ are both nonzero, finer resolution generally shows sublevels, one for each total angular momentum $F$ from $|I-J|$ to $I+J$. The two lowest nuclear multipoles that produce this splitting are treated here: the magnetic moment sits in the magnetic field of the electrons, and, when $I\ge1$ and $J\ge1$, the non-spherical charge sits in their electric field gradient. How do the sublevel energies depend on $F$, and which constants must be supplied to compute them?

## Result and conditions

Angular momenta are in units of $\hbar$, so that $\mathbf F=\mathbf I+\mathbf J$ is dimensionless. With

$$K=F(F+1)-I(I+1)-J(J+1),$$

the energy measured from the unsplit level is

$$W_F=\frac{AK}{2}+B\,\frac{\tfrac34K(K+1)-I(I+1)J(J+1)}{2I(2I-1)J(2J-1)}. \tag{1}$$

This holds to first order in the hyperfine interaction, with no external field and with the dipole and quadrupole parts kept. First order means that matrix elements are taken within one electronic level $J$ and one nuclear state of spin $I$. The $B$ term exists for $I\ge1$ and $J\ge1$. If either is smaller, the term is absent, and code must skip it rather than evaluate $0/0$.

The constants are defined by stretched states, those with $M_I=I$ or $M_J=J$:

$$A=-\frac{\mu_I\langle B_z\rangle_{JJ}}{IJ},\qquad B=eQ\,\langle V_{zz}\rangle_{JJ}. \tag{2}$$

Here $\mu_I$ is the stretched value of the nuclear moment, and $B_z$ is the magnetic field of the electrons at the nucleus. $V_{ij}=\partial_i\partial_jV$ is taken from their electrostatic potential at the same point. The quadrupole moment $Q$ is an area, defined in the next section.

## The two scalar products

The magnetic energy is $H_M=-\boldsymbol\mu\cdot\mathbf B$, a product of two vectors.

For the electric part, let $\rho(\mathbf x)$ be the nuclear charge density and expand $V$ about the nuclear centre. The zeroth-order term is the same for all $F$. The first-order term needs an electric dipole moment, which vanishes for a nuclear state of definite parity. The second-order term is

$$H_Q=\frac12\sum_{ij}V_{ij}\int\rho\,x_ix_j\,d^3x .$$

With the electrons outside the nucleus, $\sum_iV_{ii}=0$ there. A multiple of $\delta_{ij}$ may therefore be subtracted from $x_ix_j$ without changing the energy:

$$H_Q=\frac16\sum_{ij}Q_{ij}V_{ij},\qquad Q_{ij}=\int\rho\,(3x_ix_j-\delta_{ij}x^2)\,d^3x. \tag{3}$$

If electron density reaches the nucleus, $\sum_iV_{ii}\neq0$ and a term $\tfrac16\sum_iV_{ii}\int\rho\,x^2\,d^3x$ remains. It is a product of an electronic and a nuclear scalar, so it shifts all $F$ equally and is absorbed in the unsplit level, while only the traceless part of $V_{ij}$ enters (3). In that case $V_{ij}$ in (2) and in all that follows means this traceless part, $V_{ij}-\tfrac13\delta_{ij}\sum_kV_{kk}$. The stretched value $\langle Q_{zz}\rangle_{II}=eQ$ defines $Q$. Both factors in (3) are symmetric and traceless, so each has five independent components and is a tensor of rank 2.

The product in (3) can also be written in spherical components. For a symmetric traceless tensor these are

$$T_0=\sqrt{\tfrac32}\,T_{zz},\quad T_{\pm1}=\mp(T_{xz}\pm iT_{yz}),\quad T_{\pm2}=\tfrac12(T_{xx}-T_{yy}\pm2iT_{xy}).$$

In $\sum_q(-1)^qT_qU_{-q}$ the terms $q=\pm1$ give $2(T_{xz}U_{xz}+T_{yz}U_{yz})$. The terms $q=\pm2$ give $\tfrac12(T_{xx}-T_{yy})(U_{xx}-U_{yy})+2T_{xy}U_{xy}$, and $q=0$ gives $\tfrac32T_{zz}U_{zz}$. Because $T_{xx}+T_{yy}=-T_{zz}$,

$$T_{xx}U_{xx}+T_{yy}U_{yy}=\tfrac12T_{zz}U_{zz}+\tfrac12(T_{xx}-T_{yy})(U_{xx}-U_{yy}).$$

The sum over $q$ therefore equals $\sum_{ij}T_{ij}U_{ij}$, with no extra factor.

## Replacing the tensors by angular momenta

Within one multiplet, all tensors of a given rank are proportional. To see this, consider the operators $|M\rangle\langle M'|$ on the $2J+1$ states. Commutation with $J_z$ multiplies each by $q=M-M'$, and $2J+1-|q|$ of them share a given $q$. A tensor of rank $k$ has one component for each $q$ from $-k$ to $k$. The number of independent rank-$k$ tensors is therefore the number of operators with $q=k$ minus the number with $q=k+1$, which is

$$(2J+1-k)-(2J-k)=1\qquad(0\le k\le2J).$$

Two rank-$k$ tensors thus have proportional top components. Repeated commutation with $J_-$ produces the other components with the same constant of proportionality.

For rank 1 the reference tensor is $\mathbf J$ itself. For rank 2 it is

$$J_{ij}=\tfrac12(J_iJ_j+J_jJ_i)-\tfrac13\delta_{ij}\mathbf J^2, \tag{4}$$

and $I_{ij}$ is defined likewise. The constants follow from one matrix element each. In the stretched state,

$$\langle J_{zz}\rangle_{JJ}=J^2-\tfrac13J(J+1)=\tfrac13J(2J-1).$$

This vanishes for $J=\tfrac12$, where $k=2$ exceeds $2J$ and no rank-2 operator exists. That is the origin of the restriction on the $B$ term. Matching stretched values gives

$$\boldsymbol\mu=\frac{\mu_I}{I}\mathbf I,\qquad \mathbf B=\frac{\langle B_z\rangle_{JJ}}{J}\mathbf J,$$

$$Q_{ij}=\frac{3eQ}{I(2I-1)}I_{ij},\qquad V_{ij}=\frac{3\langle V_{zz}\rangle_{JJ}}{J(2J-1)}J_{ij}.$$

These equalities hold between states of the chosen multiplets. Inserting them into $H_M$ and (3), and using $\tfrac16\cdot3\cdot3=\tfrac32$, yields

$$H_M=A\,\mathbf I\cdot\mathbf J,\qquad H_Q=\frac{3B}{2I(2I-1)J(2J-1)}\sum_{ij}I_{ij}J_{ij}. \tag{5}$$

## Evaluating the rank-2 product

Components of $\mathbf I$ commute with those of $\mathbf J$, but not among themselves. The trace subtractions in $I_{ij}$ and $J_{ij}$ contribute $(-\tfrac13-\tfrac13+\tfrac39)\mathbf I^2\mathbf J^2=-\tfrac13\mathbf I^2\mathbf J^2$. The symmetrized products give

$$\tfrac12\sum_{ij}I_iI_jJ_iJ_j+\tfrac12\sum_{ij}I_iI_jJ_jJ_i .$$

The first sum is $(\mathbf I\cdot\mathbf J)^2$. In the second, the electronic factors must be exchanged:

$$\sum_{ij}I_iI_jJ_jJ_i=(\mathbf I\cdot\mathbf J)^2+\sum_{ij}I_iI_j[J_j,J_i].$$

Now $[J_j,J_i]=-i\sum_k\epsilon_{ijk}J_k$ and $\sum_{ij}\epsilon_{ijk}I_iI_j=(\mathbf I\times\mathbf I)_k=iI_k$. The extra sum is therefore $(-i)(i)\,\mathbf I\cdot\mathbf J=+\mathbf I\cdot\mathbf J$, and

$$\sum_{ij}I_{ij}J_{ij}=(\mathbf I\cdot\mathbf J)^2+\tfrac12\mathbf I\cdot\mathbf J-\tfrac13\mathbf I^2\mathbf J^2. \tag{6}$$

The linear term is a quantum correction due to the commutators; it is absent for classical vectors.

Both parts of (5) are now functions of $\mathbf I\cdot\mathbf J$. Squaring $\mathbf F=\mathbf I+\mathbf J$ gives $\mathbf F^2=\mathbf I^2+\mathbf J^2+2\,\mathbf I\cdot\mathbf J$, so the coupled states are eigenstates with $\mathbf I\cdot\mathbf J=K/2$. Equation (6) becomes

$$\frac{K^2}{4}+\frac K4-\frac13I(I+1)J(J+1)=\frac13\left[\tfrac34K(K+1)-I(I+1)J(J+1)\right].$$

The factor $\tfrac13$ turns the prefactor $\tfrac{3B}{2}$ in (5) into $\tfrac B2$, and (1) follows.

Two identities are useful as checks on code. For $F=I+J$ one has $K=2IJ$, and the bracket in (1) equals

$$IJ\left[3IJ+\tfrac32-(I+1)(J+1)\right]=\tfrac12IJ(2I-1)(2J-1).$$

Hence $W_{I+J}=AIJ+B/4$. Secondly, $\mathbf I$ and $I_{ij}$ are traceless over the nuclear states, so the trace of each product in (5) vanishes and

$$\sum_F(2F+1)W_F=0.$$

The splitting leaves the weighted mean energy unchanged at this order.

## Intervals

Spectra give differences. From the definition of $K$,

$$K_F-K_{F-1}=2F,\qquad K_F+K_{F-1}=2F^2-2I(I+1)-2J(J+1).$$

The difference of $K(K+1)$ is $(K_F-K_{F-1})(K_F+K_{F-1}+1)$. Therefore

$$W_F-W_{F-1}=AF+\frac{3BF\left[F^2-I(I+1)-J(J+1)+\tfrac12\right]}{2I(2I-1)J(2J-1)}. \tag{7}$$

With $B=0$ each interval is proportional to its larger $F$. The quadrupole term breaks this rule, which allows $B$ to be extracted from a spectrum.

## The constants for one p electron in P$_{3/2}$

Take a single nonrelativistic p electron with spin g-factor 2, at position $\mathbf r=r\mathbf n$ from the nucleus. The Biot–Savart field of its charge $-e$ at the nucleus is

$$\frac{\mu_0}{4\pi}\frac{(-e)\,\mathbf v\times(-\mathbf r)}{r^3}=-\frac{\mu_0}{4\pi}\frac{e\,\mathbf r\times\mathbf v}{r^3}=-\frac{\mu_0}{4\pi}\frac{2\mu_B\mathbf L}{r^3},$$

because $m_e\mathbf r\times\mathbf v=\hbar\mathbf L$ and $e\hbar/m_e=2\mu_B$. The spin moment $-2\mu_B\mathbf S$ adds the dipole field $-(\mu_0/4\pi)\,2\mu_B[3\mathbf n(\mathbf n\cdot\mathbf S)-\mathbf S]/r^3$. Its contact part does not contribute, since a p orbital vanishes at the nucleus. Together,

$$\mathbf B=-\frac{\mu_0}{4\pi}\frac{2\mu_B}{r^3}\mathbf N,\qquad \mathbf N=\mathbf L-\mathbf S+3\mathbf n(\mathbf n\cdot\mathbf S).$$

Within the level $\mathbf N=c\,\mathbf J$, so $c=\langle\mathbf N\cdot\mathbf J\rangle/[J(J+1)]$. Multiplying out with $\mathbf J=\mathbf L+\mathbf S$, the terms in $\mathbf L\cdot\mathbf S$ cancel and $\mathbf n\cdot\mathbf L=0$, which leaves

$$\mathbf N\cdot\mathbf J=\mathbf L^2-\mathbf S^2+3(\mathbf n\cdot\mathbf S)^2=2-\tfrac34+\tfrac34=2.$$

Here $(\mathbf n\cdot\mathbf S)^2=\tfrac14$ for spin one half. Hence $c=2/(15/4)=8/15$. The minus sign in $\mathbf B$ cancels the one in (2):

$$A=\frac{\mu_0}{4\pi}\,2\mu_B\,\frac{\mu_I}{I}\,\langle r^{-3}\rangle\,\frac8{15}. \tag{8}$$

The field gradient of the charge $-e$ is $V_{zz}=-e(3\cos^2\theta-1)/(4\pi\varepsilon_0r^3)$. The stretched state has $m_l=1$ and density proportional to $\sin^2\theta$. With $x=\cos\theta$,

$$\langle\cos^2\theta\rangle=\frac{\int_{-1}^1(1-x^2)x^2dx}{\int_{-1}^1(1-x^2)dx}=\frac{4/15}{4/3}=\frac15,$$

so $\langle3\cos^2\theta-1\rangle=-\tfrac25$ and

$$B=\frac25\,\frac{e^2Q}{4\pi\varepsilon_0}\langle r^{-3}\rangle. \tag{9}$$

Negative charge concentrated around the equator makes $V_{zz}$ positive. Hence $B$ has the sign of $Q$ in this model.

## Worked example

Consider a model atom with $I=\tfrac32$, $\mu_I=2$ nuclear magnetons, $Q=0.2$ barn and $\langle r^{-3}\rangle=1\,a_0^{-3}$. These are chosen parameters, not those of a named element. Energies are divided by $h$ and given in MHz.

The factor multiplying $8/15$ in (8) is 127.21 MHz, and the factor multiplying $2/5$ in (9) is 46.99 MHz. Thus

$$A=127.21\times\tfrac8{15}=67.85,\qquad B=46.99\times\tfrac25=18.80 .$$

For $I=J=\tfrac32$, $I(I+1)J(J+1)=14.0625$ and the denominator in (1) is 18. For $F=2$, $K=6-7.5=-1.5$, so the coefficient of $B$ is

$$\frac{0.75(-1.5)(-0.5)-14.0625}{18}=-0.75,$$

and, with one more digit in $A$ and $B$, $W_2=-0.75\times67.848-0.75\times18.797=-64.98$ MHz. The full set is:

| $F$ | $K$ | coeff. of $A$ | coeff. of $B$ | $W_F$ (MHz) |
|---|---|---|---|---|
| 3 | 4.5 | 2.25 | 0.25 | 157.36 |
| 2 | −1.5 | −0.75 | −0.75 | −64.98 |
| 1 | −5.5 | −2.75 | 0.25 | −181.88 |
| 0 | −7.5 | −3.75 | 1.25 | −230.93 |

Write $d_{32}=W_3-W_2$, and so on. The table gives

$$d_{32}=3A+B=222.34,\quad d_{21}=2A-B=116.90,\quad d_{10}=A-B=49.05 .$$

Divided by the larger $F$, these are 74.11, 58.45 and 49.05 MHz. Without the quadrupole term all three would equal $A$.

Combining the last two expressions inverts the problem:

$$A=d_{21}-d_{10}=67.85,\qquad B=d_{21}-2d_{10}=18.80 .$$

If each interval is uncertain by at most $\delta$, $A$ is uncertain by at most $2\delta$ and $B$ by at most $3\delta$. The remaining interval is then fixed:

$$d_{32}=3A+B=4d_{21}-5d_{10}, \tag{10}$$

which, with the less rounded intervals $d_{21}=116.898$ and $d_{10}=49.0504$, reproduces 222.34 MHz.

The numerical check checks (1) against tensors built from $3j$ symbols for five pairs $(I,J)$. It also diagonalizes the microscopic interaction of this p electron within P$_{3/2}$ and recovers the tabulated levels.

## What the formula leaves out

**Mixing with P$_{1/2}$.** The hyperfine interaction also connects P$_{3/2}$ to P$_{1/2}$. It conserves $F$, and for $I=\tfrac32$ the P$_{1/2}$ level contains $F=1$ and 2, so $F=0$ and 3 are untouched. With P$_{1/2}$ placed $10^6$ MHz below, diagonalizing both levels together raises $F=1$ by 0.0007 MHz and $F=2$ by 0.0053 MHz. Doubling the splitting halves these shifts, as second-order perturbation theory requires. Formula (1) becomes unreliable when the fine-structure splitting is no longer large compared with the hyperfine energies; the two levels must then be diagonalized together.

**Higher ranks.** For $I=J=\tfrac32$ the counting argument above also allows a rank-3 product, the magnetic octupole term. It violates (10). If its energy in the $F=3$ state is $C$, the program gives

$$d_{32}-4d_{21}+5d_{10}=400\,C .$$

The factor is large partly because $F=3$ has the smallest octupole shift; the $F=0$ state shifts by $-35\,C$. If each interval is uncertain by at most $\delta$, the left side is uncertain by at most $10\delta$, and only a residual larger than this is significant. Level mixing violates the relation too. The shifts just quoted change the left side by

$$-0.0053-4(0.0053-0.0007)+5(0.0007)\approx-0.020\ \text{MHz},$$

which would be read as $C\approx-5\times10^{-5}$ MHz although no octupole is present. The mixing correction must be subtracted before a residual in (10) is assigned to rank 3.

**The model for $A$ and $B$.** Equations (8) and (9) describe one nonrelativistic electron. Relativity, polarization of inner shells and electron correlation change the constants. They do not change the $F$ dependence in (1), which rests on the rotational argument and the first-order treatment. For a real atom, (1) can therefore be kept, with $A$ and $B$ from a better calculation or from a fit, as long as level mixing and higher ranks are negligible at the accuracy required.

## Numbers as computed

```
General test, (I,J) pairs: (1,1), (1.5,1.5), (2.5,1.5), (2,1.5), (3.5,2)
Largest deviation in general test (A=1.3, B=-0.7): 1.0e-14
Input I = 1.5, J = 1.5
Input nuclear moment = 2.0 nuclear magnetons
Input Q = 0.2 barn
Input <r^-3> = 1.0 a0^-3
Projection factor of N on J = 0.533333
Stretched <3cos^2(theta)-1> = -0.400000
Dipole prefactor = 127.2142 MHz
Quadrupole prefactor = 46.9930 MHz
A/h = 67.8476 MHz
B/h = 18.7972 MHz
F=0: K = -7.5, coefficient of A = -3.7500, of B = 1.2500
F=0: dipole -254.4284 MHz, quadrupole 23.4965 MHz
F=0: formula -230.9320 MHz, diagonalized -230.9320 MHz
F=1: K = -5.5, coefficient of A = -2.7500, of B = 0.2500
F=1: dipole -186.5808 MHz, quadrupole 4.6993 MHz
F=1: formula -181.8816 MHz, diagonalized -181.8816 MHz
F=2: K = -1.5, coefficient of A = -0.7500, of B = -0.7500
F=2: dipole -50.8857 MHz, quadrupole -14.0979 MHz
F=2: formula -64.9836 MHz, diagonalized -64.9836 MHz
F=3: K = 4.5, coefficient of A = 2.2500, of B = 0.2500
F=3: dipole 152.6571 MHz, quadrupole 4.6993 MHz
F=3: formula 157.3564 MHz, diagonalized 157.3564 MHz
Interval 1-0 = 49.0504 MHz, divided by F = 49.0504 MHz
Interval 2-1 = 116.8980 MHz, divided by F = 58.4490 MHz
Interval 3-2 = 222.3399 MHz, divided by F = 74.1133 MHz
Recovered A/h = 67.8476 MHz, B/h = 18.7972 MHz
Predicted interval 3-2 from other two = 222.3399 MHz
Violation by rank-3 term of 1 MHz = 400.0000 MHz
Fine-structure splitting chosen = 1000000 MHz
F=0: shift by P1/2 mixing = 0.000000 MHz (magnitude)
F=1: shift by P1/2 mixing = 0.000696 MHz (magnitude)
F=2: shift by P1/2 mixing = 0.005332 MHz (magnitude)
F=3: shift by P1/2 mixing = 0.000000 MHz (magnitude)
Largest shift at doubled splitting = 0.002665 MHz
```
